# Angle-dependent exchange field in a superconductor between two insulating ferromagnets, part 1

(Sections cited here and not found follow in the second part.)

## First half: from two interfaces to one field

### The situation

A superconducting film a few nanometres thick lies between two layers of an insulating ferromagnet. No current enters the magnets, but electrons that reach either face of the film feel the magnetization there through an exchange interaction. A tunnel probe on the film then finds each coherence peak of the density of states split in two, one part for each spin. If one magnet is held and the other is turned, the splitting changes. Whoever models such a device wants to replace the two interfaces by one number, an effective exchange field $h$, and needs to know how $h$ depends on the angle $\theta$ between the magnetizations.

For identical interfaces and a thin film the answer is, to leading order,

$$h(\theta)=h_P\cos\frac{\theta}{2},\qquad h_P=\frac{2K}{d},\qquad 0\le\theta\le\pi, \tag{1}$$

where $d$ is the film thickness and $K$ the strength of one interface. The law concerns the field. The gap and the critical temperature follow from the field through their own equations and are not themselves proportional to $\cos(\theta/2)$.

### Model and sign conventions

The film fills $0<x<d$. The unit vectors $\mathbf m_1$ and $\mathbf m_2$ give the magnetization directions at $x=0$ and $x=d$, and $\mathbf m_1\cdot\mathbf m_2=\cos\theta$. Each magnet is a single domain, so nothing varies along the film. An electron has the exchange energy $-\mathbf h(x)\cdot\boldsymbol\sigma$, where $\boldsymbol\sigma$ are the Pauli matrices of spin. A spin along $\mathbf h$ is thus lowered by $h$, a spin against it is raised by $h$, and the splitting is $2h$.

The magnet acts on the electrons within a layer much thinner than the film. If the exchange energy in that layer is $h_i$ and its thickness is $b$, all that matters for the film is the product $K=h_ib$, an energy times a length. The layers can then be written as delta functions just inside the faces:

$$\mathbf h(x)=K\left[\mathbf m_1\,\delta(x)+\mathbf m_2\,\delta(x-d)\right]. \tag{2}$$

If the coupling has the opposite sign, $K$ is negative at both faces. The field is then reversed, and its magnitude follows with $|K|$ in place of $K$. Below, $K>0$.

Pairing is described with the four-component operator $(\psi_\uparrow,\psi_\downarrow,\psi_\downarrow^\dagger,-\psi_\uparrow^\dagger)$. Its lower half is the time-reversed partner of the upper half. Let $\xi_k$ be the kinetic energy measured from the Fermi level. The hole block of the Hamiltonian is minus the time-reversed electron block. Time reversal turns $\xi_k-\mathbf h\cdot\boldsymbol\sigma$ into $\xi_k+\mathbf h\cdot\boldsymbol\sigma$, so the hole block is $-\xi_k-\mathbf h\cdot\boldsymbol\sigma$. With Pauli matrices $\tau_i$ acting between electrons and holes, and a real pair potential $\Delta$,

$$H=\xi_k\tau_3+\Delta\tau_1-\mathbf h\cdot\boldsymbol\sigma. \tag{3}$$

The exchange term carries no $\tau_3$, and it commutes with the rest of $H$ when $\mathbf h$ is uniform.

### The matrix that enters the diffusion equation

At the Matsubara energy $\omega>0$ the Green function is $(i\omega-H)^{-1}$. To isolate $\xi_k$, multiply $i\omega-H$ by $\tau_3$ from the left and use $\tau_3^2=1$ and $\tau_3\tau_1=i\tau_2$:

$$\tau_3(i\omega-H)=i\omega\tau_3+\tau_3\,\mathbf h\cdot\boldsymbol\sigma-i\Delta\tau_2-\xi_k
=i\left[(\omega-i\mathbf h\cdot\boldsymbol\sigma)\tau_3-\Delta\tau_2\right]-\xi_k .$$

A fixed quarter turn about the $\tau_3$ axis takes $-\tau_2$ into $\tau_1$ and leaves $\tau_3$ alone. After it the square bracket is

$$\Lambda=(\omega-i\mathbf h\cdot\boldsymbol\sigma)\tau_3+\Delta\tau_1. \tag{4}$$

The inverse of $\tau_3(i\omega-H)$ is the Green function multiplied by $\tau_3$ from the right. Its integral over $\xi_k$, taken after the same quarter turn, defines the quasiclassical function $g$:

$$g=\frac{i}{\pi}\int d\xi_k\,\frac{1}{i\Lambda-\xi_k}.$$

For an eigenvalue $\lambda$ of $\Lambda$ with positive real part, $1/(i\lambda-\xi_k)=-(i\lambda+\xi_k)/(\lambda^2+\xi_k^2)$. The part odd in $\xi_k$ integrates to zero and the rest gives $-i\pi$, so $g$ has the eigenvalue $+1$. A negative real part gives $-1$. Hence in a uniform superconductor

$$g=\frac{\Lambda}{\sqrt{\Lambda^2}},\qquad g^2=1, \tag{5}$$

with the root whose real part is positive.

In a film where scattering is frequent, $g$ does not depend on the direction of motion and obeys the Usadel equation. It is the starting point here:

$$\hbar D\,\frac{d}{dx}\!\left(g\frac{dg}{dx}\right)=[\Lambda(x),g],\qquad g^2=1. \tag{6}$$

$D$ is the diffusion constant. The equation requires a mean free path short compared with $d$ and a scattering rate, times $\hbar$, large compared with $\Delta$ and $h$.

The factor in (6) can be traced in a simple case. Take a normal metal, $\Delta=h=0$, with a weak pair amplitude $f$, so that $g\simeq\tau_3+f\tau_1$. To first order $g\,dg/dx=i\tau_2f'$, and $[\omega\tau_3,f\tau_1]=2i\omega f\tau_2$. Equation (6) becomes

$$\hbar D f''=2\omega f. \tag{7}$$

This is diffusion of an electron-hole pair whose two members differ in energy by $2\omega$, as it should be.

### Integration across the film

The quantity $g\,dg/dx$ is a matrix current. It vanishes outside both faces because the magnets are insulating. Integrating (6) from just outside one face to just outside the other therefore removes the left side:

$$\int_{0^-}^{d^+}[\Lambda(x),g(x)]\,dx=0. \tag{8}$$

Inserting (2) and (4) gives

$$\int_0^d[\omega\tau_3+\Delta\tau_1,g]\,dx-iK[\tau_3\,\mathbf m_1\!\cdot\boldsymbol\sigma,g(0)]-iK[\tau_3\,\mathbf m_2\!\cdot\boldsymbol\sigma,g(d)]=0. \tag{9}$$

Up to here the thickness has not been assumed small. The interfaces produce a jump in the current, while $g$ itself is continuous, so $g(0)$ and $g(d)$ are well defined.

The size of the variation of $g$ follows from (6). Each interface drives a current $g\,dg/dx$ of order $K/(\hbar D)$. Across the thickness this changes $g$ by an amount of order $Kd/(\hbar D)$. In a thin film this number is small, and $g$ may be replaced in (9) by a constant $g_0$. All three terms then combine into one commutator. Dividing by $d$,

$$[\bar\Lambda,g_0]=0,\qquad \bar\Lambda=(\omega-i\bar{\mathbf h}\cdot\boldsymbol\sigma)\tau_3+\Delta\tau_1, \tag{10}$$

$$\bar{\mathbf h}=\frac1d\int_{0^-}^{d^+}\mathbf h(x)\,dx=\frac{K}{d}(\mathbf m_1+\mathbf m_2). \tag{11}$$

This is the condition for a uniform superconductor in the field $\bar{\mathbf h}$. The two interface fields add as vectors because each enters (9) linearly, multiplied by the same $g_0$. The factor $1/d$ expresses that an electron spends only a small part of its time at a face.

A small variation of $g$ is not by itself sufficient for (10) to be accurate. The neglected terms must also be small compared with those kept in (10), which are of order $\Delta$. The second half shows that the neglected terms are of order

$$\kappa=\frac{K^2}{\hbar D}. \tag{12}$$

With $K=h_Pd/2$ and the length $\xi=\sqrt{\hbar D/\Delta}$,

$$\frac{\kappa}{\Delta}=\frac{h_P^2d^2}{4\hbar D\Delta}=\frac14\left(\frac{h_P}{\Delta}\right)^2\left(\frac d\xi\right)^2. \tag{13}$$

For fields not larger than $\Delta$, the condition $d\ll\xi$ therefore covers both requirements.

### Where the half angle comes from

The squared length of the vector sum is

$$|\mathbf m_1+\mathbf m_2|^2=1+1+2\,\mathbf m_1\cdot\mathbf m_2=2+2\cos\theta=4\cos^2\frac\theta2 ,$$

where the last step uses $1+\cos\theta=2\cos^2(\theta/2)$. For $0\le\theta\le\pi$ the cosine of the half angle is not negative, and the root gives $|\bar{\mathbf h}|=(2K/d)\cos(\theta/2)$, which is (1). If a controller reports an angle beyond $\pi$, the magnitude $|\cos(\theta/2)|$ must be used.

The field points along the bisector of the two magnetizations. When one magnet turns by $\theta$, the field direction turns by $\theta/2$ while its length shrinks. Parallel magnets give $h_P$. For a small angle $\cos(\theta/2)\simeq1-\theta^2/8$, so slight misalignment costs little. Near the antiparallel state, with $\theta=\pi-\epsilon$, the field is $h_P\sin(\epsilon/2)\simeq h_P\epsilon/2$, which is linear in the misalignment. The antiparallel setting is therefore the more sensitive one to an angle error.

If the interfaces have different strengths $K_1$ and $K_2$, the same vector sum gives

$$h=\frac1d\sqrt{K_1^2+K_2^2+2K_1K_2\cos\theta}. \tag{14}$$

At $\theta=\pi$ this leaves $|K_1-K_2|/d$. The complete cancellation of the mean field thus depends on identical interfaces.

### Density of states

Choose the spin axis along $\bar{\mathbf h}$ and let $s=\pm1$ label spin along and against it. Then $\bar\Lambda$ splits into two blocks

$$\bar\Lambda_s=a_s\tau_3+\Delta\tau_1,\qquad a_s=\omega-ish.$$

Because $\tau_3\tau_1+\tau_1\tau_3=0$, the square has no cross term, $\bar\Lambda_s^2=a_s^2+\Delta^2$, and (5) gives

$$g_s=\cos\chi_s\,\tau_3+\sin\chi_s\,\tau_1,\qquad
\cos\chi_s=\frac{a_s}{\sqrt{a_s^2+\Delta^2}},\quad \sin\chi_s=\frac{\Delta}{\sqrt{a_s^2+\Delta^2}}. \tag{15}$$

The density of states at the real energy $E$, relative to the normal metal, is the real part of $\cos\chi_s$ after the replacement $\omega\to-iE+0^+$. Let $E_s=E+sh$. Then $a_s\to-iE_s+0^+$, and $a_s^2+\Delta^2\to\Delta^2-E_s^2-i0^+\,\mathrm{sgn}E_s$.

For $|E_s|<\Delta$ the root is real, $\cos\chi_s$ is imaginary, and there are no states. For $|E_s|>\Delta$ the root with positive real part is $-i\,\mathrm{sgn}(E_s)\sqrt{E_s^2-\Delta^2}$, and the factors $-i$ cancel:

$$\cos\chi_s=\frac{-iE_s}{-i\,\mathrm{sgn}(E_s)\sqrt{E_s^2-\Delta^2}}=\frac{|E_s|}{\sqrt{E_s^2-\Delta^2}}.$$

The density of states averaged over spin is therefore

$$\frac{N(E)}{N_0}=\frac12\sum_{s=\pm1}\mathrm{Re}\,\frac{|E+sh|}{\sqrt{(E+sh)^2-\Delta^2}}, \tag{16}$$

where $N_0$ is the normal density of states per spin. For $h<\Delta$ the peaks at positive energy lie at

$$E_-=\Delta-h,\qquad E_+=\Delta+h. \tag{17}$$

The lower peak belongs to spin along the field. Half the distance between the peaks is $h$ and their mean is $\Delta$, so the two quantities can be read separately from one spectrum if thermal smearing is negligible. A probe without spin polarization measures (16) whatever the direction of the field. The signal then depends on $\theta$ through $h$ and $\Delta$ alone.

### The same vector sum without diffusion

The cosine does not rest on diffusive motion. Consider a clean film in which motion across the thickness forms separate levels, with spacing much larger than $\Delta$ and $h$. Describe the thickness by a chain of $N$ sites, with exchange energies $-J\mathbf m_1\cdot\boldsymbol\sigma$ and $-J\mathbf m_2\cdot\boldsymbol\sigma$ on the two end sites. Let $\psi_n$ be a level of the chain. By mirror symmetry $|\psi_n(1)|^2=|\psi_n(N)|^2=p_n$. First-order perturbation theory within the two spin states of this level gives

$$-Jp_n(\mathbf m_1+\mathbf m_2)\cdot\boldsymbol\sigma,\qquad h_n=2Jp_n\cos\frac\theta2. \tag{18}$$

In (3) this term commutes with the rest, whose eigenvalues are $\pm\sqrt{\xi_k^2+\Delta^2}$. For $h_n<\Delta$ the positive energies are then $\sqrt{\xi_k^2+\Delta^2}\pm h_n$, and at $\xi_k=0$ they are $\Delta\pm h_n$.

This was tested by diagonalizing the full electron-hole Hamiltonian of a chain of 12 sites. The Fermi level was placed at the sixth level, and $\Delta$ and $J$ were both one thousandth of the hopping energy. At $\theta=0$, 60, 90, 120 and 180 degrees the two lowest positive energies agreed with $\Delta\pm h_n$ to within 0.0006 % of the parallel field of that level.

The clean and diffusive films differ in another respect. In (18) the field depends on the level through $p_n$, so a clean film with several occupied levels can have several splittings. In the diffusive film one function $g$ describes all directions of motion, and a single field results.

## Second half: errors of the law, the gap, and a worked case

### Symbols and results carried over

The film has thickness $d$ and diffusion constant $D$. Each interface has strength $K$, with directions $\mathbf m_1$ and $\mathbf m_2$ at relative angle $\theta$. The matrix $g$ obeys $\hbar D(g g')'=[\Lambda,g]$ and $g^2=1$, with $\Lambda=(\omega-i\mathbf h\cdot\boldsymbol\sigma)\tau_3+\Delta\tau_1$, and no current leaves the film. To leading order $g$ is a constant $g_0$ that commutes with the film average $\bar\Lambda$. The average contains the field $h=h_P\cos(\theta/2)$, with $h_P=2K/d$, along the bisector. For spin $s=\pm1$ along this axis, $g_s=\cos\chi_s\tau_3+\sin\chi_s\tau_1$ and $\cot\chi_s=(\omega-ish)/\Delta$. The peaks lie at $\Delta\pm h$. The errors are governed by $\kappa=K^2/(\hbar D)$ and by $d/\xi$, with $\xi=\sqrt{\hbar D/\Delta}$.

### The first correction

The field sits at the faces and not throughout the film. Write $\Lambda=\bar\Lambda+V(x)$, where $V$ has zero average, and define

$$W(x)=\int_{0^-}^xV(x')\,dx',\qquad W(0^-)=W(d^+)=0.$$

Let $g=g_0+\delta g$, where $\delta g$ has zero average at first order. On the right of the Usadel equation the largest varying term is $[V,g_0]$. The term $[\bar\Lambda,\delta g]$ is smaller than the left side by a factor of order $d^2\Delta/(\hbar D)=(d/\xi)^2$, and $[\bar\Lambda,g_0]$ is itself of second order. One integration gives

$$\hbar D\,g\frac{dg}{dx}=[W,g_0].$$

Multiplying from the left by $g\simeq g_0$ and using $g_0^2=1$,

$$\frac{d\,\delta g}{dx}=\frac{g_0(Wg_0-g_0W)}{\hbar D}=\frac{g_0Wg_0-W}{\hbar D}. \tag{19}$$

Now average the Usadel equation over the film, with angle brackets for the average. The current term vanishes as before:

$$0=[\bar\Lambda,g_0]+\langle[V,\delta g]\rangle .$$

Since $V=W'$ and $W$ vanishes outside both faces, integration by parts gives $\langle[V,\delta g]\rangle=-\langle[W,\delta g']\rangle$. Insert (19); the part $[W,W]$ is zero, and

$$[W,g_0Wg_0]=Wg_0Wg_0-g_0Wg_0W=[Wg_0W,g_0].$$

The corrected condition is therefore

$$\left[\bar\Lambda-\frac{\langle Wg_0W\rangle}{\hbar D},\,g_0\right]=0. \tag{20}$$

To evaluate $W$, let $C=\cos(\theta/2)$ and $S=\sin(\theta/2)$. Let $\mathbf e$ be the unit vector along the bisector and $\mathbf n$ the unit vector perpendicular to it in the plane of the magnetizations, so that $\mathbf m_1=C\mathbf e+S\mathbf n$ and $\mathbf m_2=C\mathbf e-S\mathbf n$. Inside the film the integrated deviation of the field from its mean is

$$\mathbf F(x)=K\mathbf m_1-\frac{Kx}{d}(\mathbf m_1+\mathbf m_2)=K\left[C\left(1-\frac{2x}{d}\right)\mathbf e+S\mathbf n\right],$$

and $W=-i\tau_3\mathbf F\cdot\boldsymbol\sigma$. The two factors $-i$ in $Wg_0W$ give $-1$, which turns the minus sign in (20) into a plus. The average of $1-2x/d$ is zero, so there are no cross terms, and the average of its square is $1/3$. With $\sigma_e=\mathbf e\cdot\boldsymbol\sigma$ and $\sigma_n=\mathbf n\cdot\boldsymbol\sigma$, the matrix that commutes with $g_0$ is

$$\bar\Lambda+\kappa\,\tau_3\left[\frac{C^2}{3}\sigma_eg_0\sigma_e+S^2\sigma_ng_0\sigma_n\right]\tau_3. \tag{21}$$

The function $g_0$ is diagonal along $\mathbf e$. Hence $\sigma_eg_0\sigma_e=g_0$, while $\sigma_n$ reverses the spin and exchanges $g_+$ with $g_-$. Also $\tau_3g_s\tau_3=\cos\chi_s\tau_3-\sin\chi_s\tau_1$. In the block $s$, (21) has the form $p\tau_3+q\tau_1$ with

$$p=\omega-ish+\kappa\left[\tfrac{C^2}{3}\cos\chi_s+S^2\cos\chi_{-s}\right],\qquad
q=\Delta-\kappa\left[\tfrac{C^2}{3}\sin\chi_s+S^2\sin\chi_{-s}\right].$$

The commutator of $p\tau_3+q\tau_1$ with $g_s$ is $2i\tau_2(p\sin\chi_s-q\cos\chi_s)$, and it must vanish. Collecting terms with the addition formula for the sine,

$$(\omega-ish)\sin\chi_s-\Delta\cos\chi_s+\kappa\left[S^2\sin(\chi_++\chi_-)+\frac{C^2}{3}\sin2\chi_s\right]=0. \tag{22}$$

For antiparallel magnets $h=0$ and $\chi_+=\chi_-=\chi$. The correction is then $2\kappa\sin\chi\cos\chi$, the form taken by ordinary depairing with energy $2\kappa$. The mean field has vanished, but the magnets have not become invisible. An electron that diffuses across the film meets fields of opposite sign, its spin phase performs a random walk, and pairs are weakly broken. For parallel magnets the corresponding energy is $2\kappa/3$, three times smaller, because there only the uneven distribution of one field direction is left.

The two interfaces of a thin diffusive film act as one exchange field $h_P\cos(\theta/2)$, and the first correction to this law is a weak depairing of order $\kappa$. What remains is to test both against the position-dependent solution, to find the gap and its stability, and to apply the law to a worked case and to real films.
